# The Souza-Wilkens-Martin Sum Rule and the Gap Bound on Localization, part 2

Why does an absorption spectrum measure a ground-state length, and why does a gap limit that length from above? Both were answered for finite samples; crystals come next. The example is a crystal of parallel chains with period 0.4 nm, optical gap 3.955 eV, conductivity integral 1851 S/cm and localization length $\xi=0.0880$ nm, which the gap limits to 0.0981 nm.

Units are SI, with energies in eV. There are $N$ electrons of mass $m$, charge $-e$ and momenta $\mathbf p_i$ in a volume $\Omega$, with density $n=N/\Omega$. The nuclei are fixed and the temperature is zero. The Hamiltonian $H$ is the kinetic energy plus $U$, which depends only on positions and includes any interaction. The nondegenerate ground state is $|0\rangle$, with energy $E_0$. Excited states $|n\rangle$ have frequencies $\omega_n=(E_n-E_0)/\hbar$, and $X_{n0}=\langle n|X|0\rangle$. The dipole fluctuation per electron is $\xi^2$:

$$X=\sum_i x_i,\qquad \xi^2=\frac{\langle X^2\rangle-\langle X\rangle^2}{N}.\tag{2}$$

A field impulse along $x$ gives each electron momentum $\hbar\kappa$. The summed displacement is then $\delta X=2\kappa\sum_{n\neq0}|X_{n0}|^2\sin\omega_nt$, and $x(t)=\delta X(t)/N$ obeys

$$\frac1\pi\int_0^\infty\frac{x(t)}{\kappa t}\,dt=\frac{1}{\pi N}\,2\,\frac{\pi}{2}\sum_{n\ne0}|X_{n0}|^2=\xi^2 .\tag{13}$$

With $\sigma(\omega)$ the conductivity, the sum rule and the f-sum rule are

$$\boxed{\int_0^\infty\frac{d\omega}{\omega}\,\mathrm{Re}\,\sigma(\omega)=\frac{\pi e^2n}{\hbar}\,\xi^2 .}\tag{12}$$

$$\sum_{n\neq0}\hbar\omega_n|X_{n0}|^2=\frac{N\hbar^2}{2m},\qquad
\int_0^\infty\mathrm{Re}\,\sigma\,d\omega=\frac{\pi e^2n}{2m}.\tag{18}$$

With $E_g$ the optical threshold, the gap bound and the mean excitation energy $\bar E$ are

$$\boxed{\xi^2\le\frac{\hbar^2}{2mE_g}.}\tag{20}$$

$$\bar E\equiv\frac{\sum_{n\ne0}\hbar\omega_n|X_{n0}|^2}{\sum_{n\ne0}|X_{n0}|^2}=\frac{\hbar^2}{2m\xi^2}.\tag{21}$$

Section 8 showed that a harmonic trap $m\omega_0^2x^2/2$ gives equality, $\xi^2=\hbar/(2m\omega_0)$, even with interactions that depend only on separations. The trap entries in the final listing write $\omega_0$ as `w0` and use the repulsion $4\hbar\omega_0/\sqrt{(x_1-x_2)^2/\ell^2+1}$, where $\ell^2=\hbar/(m\omega_0)$. Their "false bound" comes from wrongly replacing $E_g$ in (20) by the charge gap

$$E_c=E(N+1)+E(N-1)-2E(N).\tag{23}$$

## 11. A ring instead of an open sample

On a ring of length $L$, the points $x$ and $x+L$ are the same, and $X$ is not a valid operator. The velocity is valid. Introduce a twist $K$ by

$$H(K)=\sum_i\frac{(\mathbf p_i+\hbar K\hat{\mathbf x})^2}{2m}+U,\qquad W=\frac1\hbar\frac{\partial H}{\partial K}=\sum_i\frac{p_{x,i}+\hbar K}{m},\tag{26}$$

with periodic wavefunctions; $W$ is the total velocity. A field impulse changes $K$ suddenly to $K+\kappa$ and leaves the wavefunction as it was.

Let $|\Psi_K\rangle$ be the ground state, assumed nondegenerate at each $K$. After the impulse the perturbation $\hbar\kappa W$ acts constantly. First-order perturbation theory gives the amplitudes

$$c_n(t)=-i\kappa W_{n0}\int_0^te^{i\omega_nt'}dt'=-\kappa W_{n0}\frac{e^{i\omega_nt}-1}{\omega_n}.\tag{27}$$

The velocity operator itself has gained $N\hbar\kappa/m$. Adding the cross terms $2\,\mathrm{Re}\sum W_{0n}c_ne^{-i\omega_nt}$ gives

$$\delta W(t)=\kappa\Big[\frac{N\hbar}{m}-2\sum_{n\neq0}\frac{|W_{n0}|^2}{\omega_n}\Big]+2\kappa\sum_{n\neq0}\frac{|W_{n0}|^2}{\omega_n}\cos\omega_nt .\tag{28}$$

By second-order perturbation theory for $E_0(K+\kappa)$, the bracket equals $\hbar^{-1}\partial^2E_0/\partial K^2$. The energy is periodic in $K$ with period $2\pi/L$, because the factor $e^{2\pi iX/L}$ is single-valued on the ring and removes such a twist. The average of a second derivative over a period is zero. An average over twists, written with an overbar, therefore removes the constant velocity and gives the f-sum

$$\overline{\sum_{n\ne0}\frac{|W_{n0}|^2}{\omega_n}}=\frac{N\hbar}{2m}.\tag{29}$$

Integration of the remaining cosine in time gives $\delta X=2\kappa\,\overline{\sum(|W_{n0}|^2/\omega_n^2)\sin\omega_nt}$. This is the earlier displacement with $|X_{n0}|^2$ replaced by $|W_{n0}|^2/\omega_n^2$. The steps to the sum rule and the bound carry over if

$$N\xi^2=\overline{\sum_{n\neq0}\frac{|W_{n0}|^2}{\omega_n^2}} .\tag{30}$$

This is again a ground-state quantity. Differentiate $(H-E_0)|\Psi_K\rangle=0$ with respect to $K$ and project on $\langle n|$, $n\ne0$. The result is $\langle n|\partial_K\Psi\rangle=-W_{n0}/\omega_n$, and

$$N\xi^2=\overline{\langle\partial_K\Psi|\big(1-|\Psi\rangle\langle\Psi|\big)|\partial_K\Psi\rangle}.\tag{31}$$

The right side is the quantum metric. For a small step $\delta$, the part of $|\Psi_{K+\delta}\rangle$ outside $|\Psi_K\rangle$ has weight $\delta^2$ times this metric at leading order, so the metric can be read from overlaps of neighbouring ground states.

## 12. A filled band and its Wannier function

For independent electrons, $W$ lifts one electron vertically from a filled to an empty band. With one band filled by both spins, the factor 2 from spin cancels against $N=2N_k$, where $N_k$ is the number of $k$ points, and

$$\xi^2=\frac{a}{2\pi}\int_{\rm BZ}g(k)\,dk,\qquad g(k)=\sum_{c}|\langle u_{ck}|\partial_ku_k\rangle|^2 .\tag{32}$$

Here $u_k$ is the cell-periodic state of the filled band, $c$ labels empty bands and $a$ is the period.

In one dimension this equals a Wannier spread. Let $w=(a/2\pi)\int e^{ikx}u_k\,dk$ with $e^{ikx}u_k$ smooth and periodic in $k$. Writing $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts moves the derivative onto $u_k$. With $A=i\langle u_k|\partial_ku_k\rangle$,

$$\langle x\rangle_w=\langle A\rangle_k,\qquad \langle x^2\rangle_w=\langle\langle\partial_ku_k|\partial_ku_k\rangle\rangle_k=\langle g+A^2\rangle_k ,\tag{33}$$

where $\langle\cdot\rangle_k$ is the zone average. The variance is $\xi^2$ plus the variance of $A$ over the zone. A $k$-dependent phase can make $A$ constant, and the smallest variance is then $\xi^2$. For the potential used below, the Fourier coefficients of $u_k$ can be taken real; normalization then gives $A=0$.

## 13. The crystal of the opening

The potential along each chain is $-V_0\cos(2\pi x/a)$, with $V_0=4$ eV and $a=0.4$ nm. Each chain occupies a cross-section of 0.16 nm², and two electrons per cell fill the lowest band. The density is

$$n=\frac{2}{0.4\times0.16\ \mathrm{nm^3}}=31.25\ \mathrm{nm^{-3}}.\tag{34}$$

The threshold is $E_g=3.9554$ eV, at the zone boundary. With $\hbar^2/2m=0.038100$ eV nm²,

$$\frac{\hbar^2}{2mE_g}=\frac{0.038100}{3.9554}=0.00963\ \mathrm{nm^2},\qquad \xi^2=0.00775\ \mathrm{nm^2}.\tag{35}$$

The ratio is 0.804, and $\bar E=0.038100/0.0077457=4.92$ eV, about 1 eV above the threshold. The first empty band supplies 98.9% of $\xi^2$. With $e^2/\hbar=2.434\times10^{-4}$ S, the conductivity integral is

$$\pi(2.434\times10^{-4}\,\mathrm S)(31.25\,\mathrm{nm^{-3}})(0.0077457\,\mathrm{nm^2})=1.851\times10^{-4}\,\mathrm{S/nm}=1851\ \mathrm{S/cm}.\tag{36}$$

Five routes give the same $\xi^2=0.0077457$ nm²: the sum over vertical transitions, the simulated impulse, the overlaps of neighbouring ground states, the variance of the Wannier function in real space, and open chains. In the last route the dipole variance of an 8-cell chain is subtracted from that of a 16-cell chain, which cancels the contribution of the ends, and the difference is divided by the number of added electrons.

The many-body form was tested on a ring of one cell with two electrons and a repulsion $w_0\cos[2\pi(x_1-x_2)/a]$, $w_0=2$ eV. The impulse and the metric agree on 0.00890 nm², to about one part in $10^4$. Without repulsion this ring would reproduce the band value, so at fixed $V_0$ and $a$ the repulsion raises $\xi^2$ by 15%. On the twists used, the lowest excited state of any symmetry lies 2.42 eV above the ground state. It is a spin triplet, which light does not excite, so the optical threshold lies higher. Used in (20), this energy therefore gives only a weaker limit, 0.0157 nm², which is respected. These two numbers depend on the mesh: the 16 twists miss the zone boundary $K=\pi/a$, where the triplet lies 2.36 eV up and the limit becomes 0.0161 nm², while $\xi^2$ is unchanged to the digits shown.

**Weak potential.** The ratio 0.804 lies near a limit that can be derived. Close to the zone boundary, at $k=\pi/a+q$, two plane waves matter. Apart from a common energy, their Hamiltonian is

$$\begin{pmatrix}\beta q&-V_0/2\\-V_0/2&-\beta q\end{pmatrix},\qquad\beta=\frac{\pi\hbar^2}{ma},\tag{37}$$

with gap $V_0$. The eigenvector is real, with components $\cos(\theta/2)$ and $\sin(\theta/2)$ up to signs. Its angle changes at the rate $|\theta'|=b/(1+b^2q^2)$, where $b=2\beta/V_0$, and its metric is $\theta'^2/4$. For a weak potential the peak is narrow compared with the zone, so the limits may be taken to infinity:

$$\xi^2=\frac a{2\pi}\int_{-\infty}^{\infty}\frac{b^2/4}{(1+b^2q^2)^2}dq=\frac{a}{2\pi}\,\frac{\pi b}{8}=\frac{\pi}{4}\,\frac{\hbar^2}{2mV_0}.\tag{38}$$

The ratio to the bound tends to $\pi/4=0.7854$. The computed ratio is 0.7854 at $V_0=0.05$ eV and 0.7865 at 1 eV.

**Deep wells.** Each minimum becomes a harmonic trap, for which section 8 gives equality. At $V_0=40$ eV and the same period the ratio is 0.997.

## 14. Permittivity, and the field inside the sample

Define the oscillator strengths $f_j=2m\omega_j|X_{j0}|^2/(N\hbar)$, whose sum is 1; in the crystal $|X_{j0}|^2$ is understood as in (30). For a field growing as $e^{ut}$, the polarization is the impulse response integrated with the weight $e^{-ut}$. Since $\int_0^\infty e^{-ut}\sin\omega_jt\,dt=\omega_j/(\omega_j^2+u^2)$,

$$\varepsilon(iu)=1+\omega_p^2\sum_j\frac{f_j}{\omega_j^2+u^2},\qquad\omega_p^2=\frac{e^2n}{\varepsilon_0m}.\tag{39}$$

The localization length weights the same strengths differently: $\xi^2=(\hbar/2m)\sum_jf_j/\omega_j$. The static permittivity therefore brackets it. Because $1/\omega_j^2\le(\hbar/E_g)/\omega_j$, and because the square of a mean does not exceed the mean of the square,

$$\frac{\hbar^2}{2m}\,\frac{E_g(\varepsilon-1)}{(\hbar\omega_p)^2}\le\xi^2\le\frac{\hbar^2}{2m}\,\frac{\sqrt{\varepsilon-1}}{\hbar\omega_p},\tag{40}$$

with $\varepsilon=\varepsilon(0)$. The example has $\varepsilon=2.887$ and $\hbar\omega_p=6.564$ eV. The limits are 0.00660 and 0.00797 nm², around the value 0.00775 nm². The upper limit is never weaker than the gap bound: since $\hbar\omega_j\ge E_g$ and the strengths sum to 1, $\varepsilon-1\le(\hbar\omega_p/E_g)^2$. Here it is 0.00797 against 0.00963 nm².

In sections 11 to 13 $\sigma$ was the response to the total macroscopic field, as suits a ring without surfaces. In a slab with faces normal to $x$, the polarization creates an opposing field: $\mathcal E=\mathcal E_{\rm ext}-P/\varepsilon_0$. Combined with $P=\varepsilon_0(\varepsilon-1)\mathcal E$, this gives $P=\varepsilon_0(1-1/\varepsilon)\mathcal E_{\rm ext}$. Since $\int_0^\infty du/(\omega_j^2+u^2)=\pi/(2\omega_j)$,

$$\xi^2=\frac{\hbar}{\pi m\omega_p^2}\int_0^\infty[\varepsilon(iu)-1]\,du,\qquad
\xi_L^2=\frac{\hbar}{\pi m\omega_p^2}\int_0^\infty\Big[1-\frac1{\varepsilon(iu)}\Big]du,\tag{41}$$

where $\xi_L^2$ is the dipole variance per electron in the slab. In mean field, without fields that vary inside a cell, the example gives $\xi_L^2=0.00461$ nm², or 0.595 of $\xi^2$. The long-range Coulomb energy suppresses dipole fluctuations normal to the faces. A ground-state variance computed in this geometry must not be compared with the ordinary optical conductivity.

## 15. The model beside real insulators

A period of a few tenths of a nanometre and a gap of a few electronvolts are typical scales of wide-gap insulators, but the parameters do not describe a particular material. The electron density is low: many solids have a few hundred valence electrons per cubic nanometre, as a rough figure, and at equal $\xi$ the conductivity integral grows in proportion. A real solid also has core electrons. The bound applies to the average over all electrons; for valence electrons alone the f-sum (18) is not guaranteed. A spectrum measured over a finite range gives a lower limit to the electronic integral, provided that absorption by lattice vibrations has been subtracted. That absorption is absent here because the nuclei are fixed, and its size was not computed.

The effects left out of the band calculation have very different sizes.

- **Electron-hole attraction.** The reduced mass at the gap is $0.202\,m$. A hydrogenic estimate with $\varepsilon=2.887$ gives a binding of about 0.33 eV. It treats the chains as an isotropic solid. An electron and a hole confined to one chain, as in this model, can bind several times more strongly, by an amount that depends on the chain's thickness and on the screening around it, so the number is probably too low. A shift of 0.33 eV would lower the threshold by 8% and raise the bound by about 9%, and a stronger binding would change both by more; $\xi^2$ itself would also change.
- **Temperature.** At 300 K the factor $e^{-E_g/2k_BT}$ for carriers in the pure crystal is $e^{-76.5}$. Strictly, any nonzero dc conductivity makes the integral diverge at $\omega\to0$, so the sum rule in this form belongs to zero temperature. In real samples, defects can supply far more carriers than this factor.
- **Tunnelling in a static field.** In a field $F$ the probability of crossing the gap is estimated as $\exp[-(2/eF)\int\kappa_t\,dE]$, where $\kappa_t(E)$ is the decay constant of the wavefunction in the gap. At 1 MV/cm the exponent is 201. It scales as $1/F$, so at 10 MV/cm it is still about 20.

Of these three effects, the interaction between electrons is by far the most important for these numbers. It changes the threshold, the ground state and, through the surfaces, the meaning of the measured field. The sum rule and the bound survive it when $\xi$, $\sigma$ and $E_g$ all refer to the same interacting system in the same geometry. The numerical output lists the values at higher resolution.

## Numbers as computed

```
hbar^2/2m = 0.038100 eV nm^2
period a = 0.40 nm, chain cross-section = 0.16 nm^2
potential amplitude V0 = 4.00 eV
electron density = 31.250 nm^-3
optical gap Eg = 3.9554 eV
sum of oscillator strengths = 1.000000
xi^2, sum over states = 0.0077457 nm^2
xi^2, impulse simulation = 0.0077457 nm^2
xi^2, overlap metric = 0.0077457 nm^2
xi^2, Wannier variance = 0.0077457 nm^2
xi^2, open-chain growth = 0.0077457 nm^2
bound hbar^2/(2 m Eg) = 0.0096324 nm^2
localization length xi = 0.08801 nm
largest xi allowed by bound = 0.09814 nm
ratio xi^2/bound = 0.8041
mean energy hbar^2/(2 m xi^2) = 4.9189 eV
share of xi^2 from first empty band = 0.9887
integral of Re sigma/w dw = 1851.0 S/cm
ratio to bound, V0 = 0.05 eV: 0.7854 (pi/4 = 0.7854)
ratio to bound, V0 = 1 eV: 0.7865
ratio to bound, V0 = 40 eV: 0.9970
ring: repulsion amplitude = 2.00 eV
ring: lowest excitation = 2.4244 eV
ring: xi^2 from impulse = 0.0089021 nm^2
ring: xi^2 from twist metric = 0.0089010 nm^2
trap, N=2 interacting: xi^2 = 0.50000 hbar/(m w0)
trap, N=2: mean dipole energy = 1.00000 hbar w0
trap, N=1: xi^2 = 0.50000 hbar/(m w0)
trap, N=1: optical gap = 1.00000 hbar w0
trap, N=1: charge gap = 2.8230 hbar w0
trap, N=1: false bound = 0.1771 hbar/(m w0)
plasma energy = 6.564 eV
static electronic permittivity = 2.887
longitudinal xi^2 (depolarized) = 0.0046071 nm^2
longitudinal/transverse xi^2 = 0.5948
reduced mass at gap = 0.2023 m
rough hydrogenic exciton binding = 0.330 eV
exciton binding / gap = 0.0835
tunnelling exponent at 1 MV/cm = 201.4
thermal exponent Eg/(2 kB T) at 300 K = 76.5
```
